\section*{Comment on the claim that a resistive input match costs 3 dB}

\section*{The argument under comment}

The argument concerns an amplifier that presents a real input resistance equal to that of its source. It runs as follows. A resistance $R_s$ at room temperature carries a noise current of spectral density $4kT/R_s$. A matched amplifier has the input resistance $R_s$. Its input must therefore add as much noise as the source itself, so the noise figure cannot be less than 3 dB. Whether the resistance is a component soldered across the input or is produced by feedback is said to make no difference, because the source sees the same resistance in both cases.

The first two sentences are acceptable for a resistor in thermal equilibrium. The third does not follow from them. To see what does follow, one has to ask where each noise current enters the circuit and how strongly it reaches the output, compared with the noise of the source.

\section*{Conventions, and the case where the argument holds}

The source is a signal current in parallel with $R_s$, at the reference temperature $T_0=290$ K. Conductances are written $G=1/R$ with the same subscript. Spectral densities are one-sided, the frequency satisfies $hf\ll kT_0$, and the noise sources are uncorrelated. Reactances are left out until the last section. The noise factor $F$ is the total output noise power divided by the part that comes from the source, and the noise figure is $10\log_{10}F$ in decibels.

Let the amplifier have infinite input impedance of its own, voltage gain $-A$ and zero output impedance. Its noise is a voltage $e_n$ in series with the input, of density $4kT_0R_n$, so that it amplifies $v+e_n$ when the input node is at voltage $v$.

Connect a resistor $R_p$ at temperature $T$ from the input to ground. With source noise $i_s$ and resistor noise $i_p$ entering the input node,
\begin{equation}
v+e_n=\frac{i_s+i_p+(G_s+G_p)e_n}{G_s+G_p}.
\end{equation}
Everything in the numerator reaches the output through the same factor. The densities of its three terms are $4kT_0G_s$, $4kTG_p$ and $4kT_0R_n(G_s+G_p)^2$. Dividing their sum by the first gives
\begin{equation}
F=1+\frac{T}{T_0}\frac{G_p}{G_s}+\frac{R_n(G_s+G_p)^2}{G_s}.
\end{equation}
A match requires $G_p=G_s$, and then
\begin{equation}
F_{\rm shunt}=1+\frac{T}{T_0}+\frac{4R_n}{R_s}.
\label{shuntideal}
\end{equation}
At $T=T_0$ this is at least 2, or 3.01 dB, even for a noiseless amplifier. The claim is correct for this circuit. The factor 4 is a second cost: the shunt resistor halves the signal voltage but leaves $e_n$ as it was. Cooling the resistor lowers the second term of (\ref{shuntideal}) and does nothing to the third.

\section*{The same resistance made by feedback}

Now remove $R_p$ and connect a resistor $R_f$, at $T_0$, from the output to the input. Without noise the output is at $-Av$, so the voltage across $R_f$ is $(1+A)v$ and the current drawn from the input node is $(1+A)G_fv$. Hence
\begin{equation}
R_{\rm in}=\frac{R_f}{1+A},\qquad R_f=(1+A)R_s\quad\hbox{at match}.
\end{equation}
The resistor that makes the match is larger than $R_s$ by the factor $1+A$, and its noise current density is smaller by the same factor.

The noise current $i_f$ of this resistor enters the input node and leaves the output node. The zero output impedance absorbs it at the output. With $v_o=-A(v+e_n)$, current balance at the input reads
\begin{equation}
i_s+i_f=G_sv+G_f(v-v_o)
=\left[G_s+(1+A)G_f\right]v+AG_fe_n .
\end{equation}
Write $D=G_s+(1+A)G_f$, solve for $v$ and add $e_n$:
\begin{align}
v+e_n&=\frac{i_s+i_f-AG_fe_n+De_n}{D}\nonumber\\
&=\frac{i_s+i_f+(G_s+G_f)e_n}{D}.
\label{fbvoltage}
\end{align}
The terms in $AG_f$ have cancelled in the numerator. Taking densities and dividing by that of the source,
\begin{equation}
F=1+\frac{G_f}{G_s}+\frac{R_n(G_s+G_f)^2}{G_s}.
\label{fbgeneral}
\end{equation}
At match $G_f/G_s=1/(1+A)$, so
\begin{equation}
F_{\rm fb}=1+\frac{1}{1+A}+\frac{R_n}{R_s}\left(1+\frac{1}{1+A}\right)^2 .
\label{fbideal}
\end{equation}
For a noiseless amplifier with $A=10$ this gives $F=1+1/11=1.091$, or 0.38 dB, at the same input resistance for which the shunt resistor gives 3.01 dB.

It would be a different error to say that feedback has removed noise. Suppose the same large $R_f$ is tied from the input to ground. The numerator of (\ref{fbvoltage}) is unchanged and only $D$ becomes $G_s+G_f$, so $F$ is again (\ref{fbgeneral}). The input is then mismatched, but the signal-to-noise ratio is the same. In this ideal circuit, feedback divides the signal and all the noise by a common factor. It supplies the match; the low noise comes from the high value of the resistor.

This also explains why halving the terminal voltage has different consequences in the two circuits. At match the signal voltage is halved in both. In the feedback circuit the amplifier's noise also drives a current back through $R_f$ that opposes it at the input, so the signal and $e_n$ are reduced nearly together.

\section*{A transistor with finite gain and output impedance}

The ideal amplifier might be suspected of hiding the missing noise in its output. Replace it by a common-source transistor of transconductance $g_m$ with a drain load resistor $R_L$ at $T_0$. The channel noise is a drain current of density $4kT_0\gamma g_m$. The next stage is taken to have high input impedance and, for now, no noise.

For currents $i_1$ and $i_2$ injected into the gate and drain nodes,
\begin{align}
(G_s+G_f)v-G_fv_o&=i_1,\label{node1}\\
(g_m-G_f)v+(G_L+G_f)v_o&=i_2.\label{node2}
\end{align}
The term $-G_fv$ in the second line is the signal that passes forward through $R_f$ and opposes the transistor. Setting $i_2=0$ gives the gain,
\begin{equation}
A=-\frac{v_o}{v}=\frac{g_m-G_f}{G_L+G_f},\qquad
1+A=\frac{g_m+G_L}{G_L+G_f}.
\end{equation}
The input resistance is still $R_f/(1+A)$. Multiplying numerator and denominator by $R_L$,
\begin{equation}
R_{\rm in}=\frac{R_f(G_L+G_f)}{g_m+G_L}=\frac{R_f+R_L}{1+g_mR_L}.
\label{rin}
\end{equation}
Setting this equal to $R_s$ gives the matching resistor,
\begin{equation}
R_f=R_s+R_L(g_mR_s-1).
\label{rf}
\end{equation}

For the noise, (\ref{node1}) gives $v=(i_1+G_fv_o)/(G_s+G_f)$. Insert this in (\ref{node2}) and multiply by $G_s+G_f$:
\begin{equation}
\Delta\,v_o=(G_s+G_f)i_2-(g_m-G_f)i_1,
\end{equation}
with $\Delta=(G_s+G_f)(G_L+G_f)+G_f(g_m-G_f)$. Taking out the factor that multiplies $i_1$,
\begin{equation}
v_o=-\frac{g_m-G_f}{\Delta}
\left[i_1-\frac{G_s+G_f}{g_m-G_f}\,i_2\right].
\label{refer}
\end{equation}
The bracket is the equivalent current at the gate. The source contributes $i_1=i_s$. The load and the channel contribute through $i_2$. The feedback resistor contributes at both ends, $i_1=i_f$ and $i_2=-i_f$, and these two parts are fully correlated. They must be added before squaring:
\begin{equation}
i_f\left[1+\frac{G_s+G_f}{g_m-G_f}\right]
=i_f\,\frac{g_m+G_s}{g_m-G_f}.
\end{equation}
The noise factor is therefore
\begin{align}
F_{\rm fb}=1&+\frac{G_f}{G_s}\left(\frac{g_m+G_s}{g_m-G_f}\right)^2\nonumber\\
&+\frac{\gamma g_m+G_L}{G_s}\left(\frac{G_s+G_f}{g_m-G_f}\right)^2 .
\label{fbtransistor}
\end{align}

For the shunt stage the nodes are coupled only by $g_m$. A drain current $i_2$ is then equivalent to a gate current of size $(G_s+G_p)i_2/g_m$, and with $G_p=G_s$
\begin{equation}
F_{\rm shunt}=2+\frac{4(\gamma g_m+G_L)G_s}{g_m^2}.
\label{shtransistor}
\end{equation}
With no matching resistor, $G_p=0$, the result is $1+(\gamma g_m+G_L)G_s/g_m^2$. This is the noise factor before any match is attempted, and it shows what each method of matching costs.

\section*{Numbers for one transistor}

Take rough values for a gallium nitride HEMT: a gate 0.4 mm wide with 300 mS/mm, so $g_m=120$ mS, and $\gamma=1$. Let $R_s=50\ \Omega$ and $R_L=100\ \Omega$. Then $g_mR_s=6$, and (\ref{rf}) gives $R_f=50+100\times5=550\ \Omega$. The gain from gate to drain is $-10$ with feedback and $-12$ with the shunt resistor. The comparison holds the transistor, its bias and its load fixed, not the gain.

In millisiemens, $G_s=20$, $G_L=10$ and $G_f=1.82$. The three added terms of (\ref{fbtransistor}) are
\begin{align}
\hbox{feedback resistor:}\quad&\frac{1.82}{20}\left(\frac{140}{118.2}\right)^2=0.128,\nonumber\\
\hbox{channel:}\quad&\frac{120}{20}\left(\frac{21.8}{118.2}\right)^2=0.204,\nonumber\\
\hbox{load:}\quad&\frac{10}{20}\left(\frac{21.8}{118.2}\right)^2=0.017.\nonumber
\end{align}
For the shunt stage the matching resistor adds 1, the channel 0.667 and the load 0.056. The totals are:

\begin{center}
\begin{tabular}{lccc}
Input & $F$ & Noise figure & $(F-1)T_0$\\
No match & 1.18 & 0.72 dB & 52 K\\
Shunt & 2.72 & 4.35 dB & 499 K\\
Feedback & 1.35 & 1.30 dB & 101 K
\end{tabular}
\end{center}

Matching raises the noise figure by 3.63 dB with the shunt resistor and by 0.58 dB with feedback. The feedback resistor contributes more than the 0.091 of the ideal circuit, mainly because the drain node does not absorb its current. The forward path through $R_f$ also reduces the effective transconductance, but here this adds less than 0.001 to the resistor's term (and 0.007 to $F$ as a whole, mostly through the channel and load terms). Both effects are in the squared factor of its term. In this example the channel, not the matching resistor, is the largest source of added noise in the feedback stage.

\section*{Where the appeal to Nyquist's theorem fails}

The disputed step was to assign ambient thermal noise to the input resistance. Nyquist's theorem does so for a passive network in equilibrium at one temperature. A biased transistor is not in equilibrium, so the noise leaving its input port has to be calculated.

Disconnect the source and short the gate to ground, so that $v=0$. Let $i_L$ and $i_d$ be the load and channel noise currents. The drain node receives $i_L+i_d-i_f$, and the current delivered to the short is
\begin{align}
i_{\rm sc}&=i_f+G_f\,\frac{i_L+i_d-i_f}{G_L+G_f}\nonumber\\
&=\frac{G_Li_f+G_f(i_L+i_d)}{G_L+G_f}.
\end{align}
Its density, divided by $4kT_0$, is
\begin{align}
\frac{S_{\rm sc}}{4kT_0}&=\frac{G_L^2G_f+G_f^2G_L+G_f^2\gamma g_m}{(G_L+G_f)^2}\nonumber\\
&=\frac{1}{R_f+R_L}+\frac{\gamma g_mR_L^2}{(R_f+R_L)^2}.
\end{align}
The first two terms of the numerator combined into $G_LG_f/(G_L+G_f)$, the conductance of the two resistors in series. A resistor $R_s$ at temperature $T_{\rm port}$ would give $T_{\rm port}/(T_0R_s)$. At match, (\ref{rin}) gives $R_f+R_L=R_s(1+g_mR_L)$, and so
\begin{equation}
\frac{T_{\rm port}}{T_0}=\frac{1}{1+g_mR_L}
+\frac{\gamma g_mR_L^2}{R_s(1+g_mR_L)^2}.
\label{tport}
\end{equation}

With $g_m=0$ the port is just $R_f$ and $R_L$ in series, and (\ref{tport}) returns $T_{\rm port}=T_0$, as Nyquist's theorem requires. (A match at $g_m=0$ needs $R_f+R_L=R_s$, hence a load smaller than $R_s$, unlike that of the example.) For the example, $g_mR_L=12$, and the two terms are $1/13$ and $0.12\times100^2/(50\times13^2)$. Their sum gives $T_{\rm port}=63.5$ K. The feedback stage presents $50\ \Omega$ but emits the noise of a $50\ \Omega$ resistor at 63.5 K, although its resistors are at 290 K. The shunt stage emits at 290 K. A net noise power then flows from the source into the feedback port. This is no conflict with the second law, since the amplifier is driven by its supply.

The port temperature should not be put in place of the ambient temperature in the original argument to obtain a corrected noise figure. The port emits 63.5 K, whereas the noise added to the signal is equivalent to 101 K at the input. The ideal amplifier shows why the two differ. Its $e_n$ sends a current of size $AG_fe_n$ into a shorted input, but by (\ref{fbvoltage}) it acts on the output like a source current $(G_s+G_f)e_n$. What an amplifier returns to its source and what it adds to its output are different combinations of the same internal noise.

\section*{Conditions on the corrected claim}

Feedback permits a matched noise figure below 3 dB; it does not guarantee one. Two limits of (\ref{fbtransistor}) show what is needed.

First hold $g_m$ and $\gamma$ fixed, with $g_mR_s>1$, and let $R_L$ grow, readjusting $R_f$ to keep the match. By (\ref{rf}) $R_f$ grows too, so $G_f$ and $G_L$ vanish and
\begin{equation}
F_{\rm fb}\to1+\frac{\gamma g_m}{G_s}\frac{G_s^2}{g_m^2}
=1+\frac{\gamma}{g_mR_s}.
\end{equation}
The match then costs nothing in this model, because the unmatched stage has the same limit. For the example it is $F=1.17$, or 0.67 dB. A finite output conductance caps the drain load: with a noiseless 2 mS, $R_f$ tends to $2550\ \Omega$ and $F_{\rm fb}$ to 1.20, or 0.80 dB, while the unmatched stage still tends to 1.17. A resistive load that also carries the bias cannot be raised freely: at 80 mA, the present $100\ \Omega$ already drops 8 V.

Next lower $g_m$ at fixed $R_L$, again readjusting $R_f$. As $g_mR_s$ falls to 1, (\ref{rf}) gives $R_f\to R_s$, so $g_m-G_f\to0$. The forward signal through the resistor cancels that of the transistor, the gain vanishes and $F_{\rm fb}$ diverges. The shunt result (\ref{shtransistor}) stays finite there, so when $g_mR_s$ is close enough to 1 the ranking of the two circuits reverses. With $R_L=100\ \Omega$ and $\gamma=1$, the feedback stage is the noisier one for $g_mR_s$ between 1 and about 1.77. The 3 dB line is crossed earlier. With $R_L=100\ \Omega$ and $\gamma=1$, solving $F_{\rm fb}=2$ numerically gives $g_m=61.6$ mS and $R_f=258\ \Omega$. Below about half the transconductance of the example, the feedback stage also exceeds 3 dB, though the shunt stage does so at any $g_m$.

Feedback also ties the match to the load. A noiseless output conductance adds to $G_L$ in $\Delta$, which cancels from $F$, but it changes (\ref{rin}). With 2 mS the total drain load falls to $83.3\ \Omega$, and the input resistance becomes $(550+83.3)/(1+10)=57.6\ \Omega$. The noise figure stays at 1.30 dB while the match deteriorates.

\section*{How far a real HEMT departs from the model}

The transconductance per width is in the usual range for gallium nitride HEMTs; the other device values here are rough assumptions, not data for a particular part. To size what was left out, the nodal equations were solved numerically at 1 GHz with one effect added at a time and $R_f$ kept at $550\ \Omega$. Capacitances of 0.40 pF from gate to source, 0.04 pF from gate to drain and 0.08 pF from drain to source move the feedback noise figure from 1.30 to 1.31 dB. Shot noise of a $4\ \mu$A gate leakage, or a $1/f$ corner at 10 MHz in the channel noise, has a similarly small effect. For the $1/f$ noise this holds only well above the corner: at 10 MHz the channel term doubles and the feedback stage has 1.91 dB, and below about 3 MHz it exceeds 3 dB. A gate resistance of $1\ \Omega$ gives 1.38 dB, feedback and load resistors at 350 K give 1.40 dB, and a next stage with 1 nV/$\sqrt{\rm Hz}$ of input voltage noise gives 1.46 dB.

The assumption that matters most among those tried is the channel noise: $\gamma=2$ alone gives 1.91 dB. With $\gamma=1$ and all the other effects together, including the 2 mS output conductance, the feedback stage has 1.69 dB and the shunt stage 4.59 dB. In the latter the matching resistor is kept at 290 K and only the load is warmed. In both, the channel noise is still referred to 290 K; taking $\gamma=1$ at a channel temperature of 350 K raises the totals to 1.81 and 4.80 dB. The difference between the circuits survives these corrections.

The feedback resistor needs a blocking capacitor in series, so that the drain voltage does not reach the gate; its reactance is taken as negligible at the signal frequency. The bias is less comfortable. At 10 V and 80 mA the transistor dissipates 0.80 W and the load resistor another 0.64 W, so the warm resistors are a reasonable concern; the 350 K is assumed, not obtained from a thermal calculation. The drain voltage is far below the breakdown voltage of a power HEMT, which is roughly 100 V or more. Lead inductance, correlated induced gate noise and large-signal distortion are not included.

Frequency limits the match as well. With all the effects present at 1 GHz, the input reflection is $-18.1$ dB for feedback and $-17.7$ dB for the shunt resistor. Not all of the feedback value is due to frequency: the input resistance of $57.6\ \Omega$ caused by the output conductance already gives $-23$ dB at low frequency. With the capacitances alone and no reactive tuning, the reflection of the feedback stage rises to $-10$ dB at 3.4 GHz. The resistive match discussed here is thus a low-frequency property of this device, and a design for higher frequencies would have to treat the reactances along with the noise.
